# Interband tunnelling exponent of a uniformly tilted two-band gap

## The problem: which exponent?

A strong field tilts the bands of an insulator, and a valence electron can then tunnel into the conduction band at constant total energy. The first estimate that comes to mind treats the gap as a triangular barrier for a particle of mass \(m\). For a gap of 1 eV, a mass of 0.1 electron masses and a force of 0.01 eV/Å, that estimate gives a probability factor \(e^{-21.6}\). The two-band treatment below gives \(e^{-12.7}\). The two differ by \(e^{8.9}\), a factor of about 7000, although both contain the same gap, mass and force. The triangular barrier has the right powers of gap and force, but the wrong wavevector inside the gap.

Conventions: the algebra uses atomic units, so \(\hbar=1\) and the electron mass is 1. \(F>0\) is the force on the electron, that is, the elementary charge times the field magnitude. It points along \(+x\), so the potential energy is \(-Fx\). The gap \(E_g\) is direct, and \(\varepsilon\) is the local band energy measured from midgap. The valence edge is at \(\varepsilon=-E_g/2\) and the conduction edge at \(\varepsilon=+E_g/2\).

The total energy is the band energy plus the potential energy. Choosing it to be zero only fixes the origin of \(x\), and gives

\[
\varepsilon-Fx=0,\qquad \varepsilon=Fx .
\]

Moving right, the electron meets the valence edge at \(x=-E_g/(2F)\) and the conduction edge at \(x=+E_g/(2F)\). Between these turning points, a distance \(L=E_g/F\) apart, no real wavevector exists. We write \(k=i\kappa\) with \(\kappa>0\) for the decaying wave. Its amplitude falls by \(\exp(-\int\kappa\,dx)\), and the probability, being the square, falls by \(e^{-S}\) with

\[
S=2\int_{-E_g/2F}^{E_g/2F}\kappa\,dx=\frac{2}{F}\int_{-E_g/2}^{E_g/2}\kappa(\varepsilon)\,d\varepsilon .
\]

The second form uses \(dx=d\varepsilon/F\). What remains is to find \(\kappa(\varepsilon)\).

## Stage 1: one parabolic band

Near the conduction edge the band is \(\varepsilon=E_g/2+k^2/(2m)\). Below the edge \(k^2\) is negative, and setting \(k=i\kappa\) gives

\[
\kappa_1(\varepsilon)=\sqrt{2m\left(\tfrac{E_g}{2}-\varepsilon\right)} .
\]

Suppose this holds across the whole gap. With \(s=E_g/2-\varepsilon\), which runs from 0 to \(E_g\),

\[
S_1=\frac{2\sqrt{2m}}{F}\int_0^{E_g}\sqrt{s}\,ds
=\frac{4\sqrt{2m}\,E_g^{3/2}}{3F}.
\]

**Limit: the two edges.** At the conduction edge \(\kappa_1=0\), as it should be. At the valence edge \(\kappa_1=\sqrt{2mE_g}\), its largest value. But the valence band begins there with \(k=0\), so the true \(\kappa\) must vanish. The one-band barrier is most opaque at the very point where the electron, coming from the valence band, has only just stopped propagating freely.

## Stage 2: two parabolas joined at midgap

A direct repair uses the nearer band at each energy. If both bands have edge mass \(m\), then

\[
\kappa_2(\varepsilon)=\sqrt{2m\left(\tfrac{E_g}{2}-|\varepsilon|\right)} .
\]

The two halves of the gap contribute equally:

\[
S_2=\frac{2}{F}\,2\sqrt{2m}\int_0^{E_g/2}\sqrt{s}\,ds
=\frac{8\sqrt{2m}}{3F}\left(\frac{E_g}{2}\right)^{3/2}
=\frac{4\sqrt{m}\,E_g^{3/2}}{3F}.
\]

The last step uses \(\sqrt2/2^{3/2}=1/2\). This is \(S_1/\sqrt2\), or \(21.60/\sqrt2=15.3\) for the parameters above.

**Limit: midgap.** Both edges are now right, but \(\kappa_2\) has a kink at \(\varepsilon=0\), where its slope jumps from positive to negative. The kink comes from switching between two bands that do not know of each other. A Hamiltonian that couples them should give one smooth curve.

## Stage 3: two coupled bands

Take one state from each band at the gap edge as a basis. The simplest coupling is linear in \(k\):

\[
H(k)=vk\,\sigma_x+\frac{E_g}{2}\sigma_z .
\]

Here \(\sigma_x,\sigma_z\) are Pauli matrices and \(v\) is the interband velocity. The crystal momentum transverse to the force is zero for now. Remote bands and the free-electron term \(k^2/2\) are left out, which makes the two bands mirror images.

Since \(\sigma_x\sigma_z+\sigma_z\sigma_x=0\), the cross terms cancel in \(H^2\), and since \(\sigma_x^2=\sigma_z^2=1\),

\[
\varepsilon^2=\frac{E_g^2}{4}+v^2k^2 .
\]

The velocity is fixed by the edge mass. For small \(k\) the upper band is

\[
\varepsilon=\frac{E_g}{2}\sqrt{1+\frac{4v^2k^2}{E_g^2}}
\approx\frac{E_g}{2}+\frac{v^2k^2}{E_g}.
\]

Equating the last term to \(k^2/(2m)\) gives

\[
v^2=\frac{E_g}{2m}.
\]

Inside the gap \(\varepsilon^2<E_g^2/4\), so \(k^2<0\), and with \(k=i\kappa\)

\[
\kappa(\varepsilon)=\frac1v\sqrt{\frac{E_g^2}{4}-\varepsilon^2}.
\]

**Limit: near an edge.** Factor the root as \((E_g/2-\varepsilon)(E_g/2+\varepsilon)\). Close to the conduction edge the second factor is nearly \(E_g\), so

\[
\kappa^2\approx\frac{E_g}{v^2}\left(\frac{E_g}{2}-\varepsilon\right)
=2m\left(\frac{E_g}{2}-\varepsilon\right),
\]

which is the one-band result of Stage 1. The valence edge follows by changing the sign of \(\varepsilon\).

**Limit: midgap.** The curve is smooth there and has its maximum,

\[
\kappa_{\max}=\frac{E_g}{2v}=\sqrt{\frac{mE_g}{2}} .
\]

The joined parabolas give \(\sqrt{mE_g}\) at the same point, larger by \(\sqrt2\). Coupling the bands makes the middle of the gap more transparent.

## Stage 4: why the local wavevector may be integrated

In the tilted crystal \(k\) becomes \(-i\,d/dx\), and the envelope spinor \(\psi\) obeys

\[
\left[-iv\sigma_x\frac{d}{dx}+\frac{E_g}{2}\sigma_z-Fx\right]\psi=0 .
\]

Write \(\psi=e^{i\theta(x)}\chi(x)\) and \(k(x)=d\theta/dx\). The derivative acts on both factors, and after division by \(e^{i\theta}\)

\[
\left[vk\sigma_x+\frac{E_g}{2}\sigma_z-Fx\right]\chi=iv\sigma_x\frac{d\chi}{dx}.
\]

If \(\chi\) changes little over the length \(1/|k|\), the right side is small compared with the term \(vk\sigma_x\chi\). At leading order it is dropped. A nonzero \(\chi\) then requires \(Fx\) to be an eigenvalue of \(H(k)\), which is the two-band relation of Stage 3 with \(\varepsilon=Fx\). The phase factor \(e^{i\int k\,dx}\) becomes \(e^{-\int\kappa\,dx}\) in the gap.

The approximation needs many decay lengths in the barrier, \(\kappa_{\max}L\gg1\). It fails close to the turning points, where \(\kappa\to0\). At a distance \(d\) inside the gap from either one, \(\kappa\approx\sqrt{2mFd}\), and the action collected up to there is \(\tfrac23\sqrt{2mF}\,d^{3/2}\). This reaches order one at \(d\sim(2mF)^{-1/3}\). The doubtful regions thus carry an action of order one. We expect them to affect the prefactor of \(e^{-S}\), not the leading exponent. The size of that prefactor is a question for Stage 6.

## Stage 5: the integral and its scaling

Insert \(\kappa\) into \(S\):

\[
S=\frac{2}{vF}\int_{-E_g/2}^{E_g/2}\sqrt{\frac{E_g^2}{4}-\varepsilon^2}\;d\varepsilon .
\]

Set \(\varepsilon=(E_g/2)\sin\phi\). The root becomes \((E_g/2)\cos\phi\), and \(d\varepsilon=(E_g/2)\cos\phi\,d\phi\), so the integral is

\[
\frac{E_g^2}{4}\int_{-\pi/2}^{\pi/2}\cos^2\phi\,d\phi=\frac{\pi E_g^2}{8},
\]

the area of a half disc of radius \(E_g/2\). Therefore

\[
S=\frac{\pi E_g^2}{4vF}.
\]

Now replace \(1/v\) by \(\sqrt{2m/E_g}\). One half power of the gap cancels, and \(\sqrt2/4=1/(2\sqrt2)\):

\[
\boxed{S=\frac{\pi\,m^{1/2}E_g^{3/2}}{2\sqrt2\,F}}
\]

In ordinary units the right side is divided by \(\hbar\). With the reduced mass \(m_r=m/2\) of the electron–hole pair, the same result is \(S=\pi m_r^{1/2}E_g^{3/2}/(2F)\). The mass convention must be known before a coefficient is used.

**Where the power comes from.** All three stages have the form \(\kappa=\sqrt{mE_g}\,g(u)\) with \(u=\varepsilon/E_g\), hence

\[
S=\frac{2m^{1/2}E_g^{3/2}}{F}\int_{-1/2}^{1/2}g(u)\,du .
\]

One factor \(E_g^{1/2}\) is the height of \(\kappa\), and one factor \(E_g/F\) is the path length. The shape \(g\) sets the coefficient alone. Relative to the single parabola,

\[
\frac{S}{S_1}=\frac{\pi/(2\sqrt2)}{4\sqrt2/3}=\frac{3\pi}{16}\approx0.589 .
\]

**What is held fixed.** The power \(3/2\) compares gaps at equal \(m\). In this model \(m=E_g/(2v^2)\), so in a family of crystals with equal \(v\) the mass grows with the gap, and the exponent scales as \(E_g^2/F\). Both statements are the same formula with different quantities held constant.

**Limit: vanishing gap at fixed \(v\).** Then \(S\to0\), which predicts full transmission. For \(E_g=0\) the wave equation is \(-iv\sigma_x\psi'=Fx\,\psi\). Its solution with \(\sigma_x=+1\) is a constant spinor times \(e^{iFx^2/(2v)}\), of constant modulus. There is no reflected part, in agreement with \(S=0\).

**A second case: transverse momentum.** Let the electron also carry a transverse wavevector \(q\), conserved because the force has no transverse component. If the coupling is isotropic in the plane, \(H\) gains the term \(vq\,\sigma_y\). This anticommutes with the other two terms, so

\[
\varepsilon^2=\left(\frac{E_g^2}{4}+v^2q^2\right)+v^2k^2 .
\]

The bracket takes the place of \(E_g^2/4\) throughout, including in the turning points. Since \(S=(\pi/vF)(E_g^2/4)\) at \(q=0\),

\[
S(q)=\frac{\pi}{vF}\left(\frac{E_g^2}{4}+v^2q^2\right)=S(0)+\frac{\pi vq^2}{F}.
\]

Transverse motion widens the effective gap, and the probability falls as a Gaussian in \(q\). Electrons moving along the force dominate the tunnelling.

## Stage 6: numbers

Take the round model parameters \(E_g=1\) eV, \(m=0.1\) electron masses and \(F=0.01\) eV/Å, with no particular material in mind. This force corresponds to a field of \(10^8\) V/m. That is above the avalanche field of a thick, lightly doped semiconductor with a gap near 1 eV (about \(3\times10^7\) V/m in silicon). In devices such fields are met in narrow, heavily doped junctions, where the field is uniform only over a short distance.

With \(E_g\) in hartree, \(v=\sqrt{E_g/(2m)}\) follows in atomic units. Multiplying by one hartree times one bohr gives \(v=6.1725\) eV Å, where \(\hbar\) has been absorbed. Then at midgap

\[
\kappa_{\max}=\frac{0.5}{6.1725}=0.0810\ \text{Å}^{-1}.
\]

At \(\varepsilon=\pm0.2\) eV, \(\kappa=0.0742\) Å\(^{-1}\), and at \(\pm0.4\) eV it is still 0.0486 Å\(^{-1}\), or 60% of the maximum. The barrier profile is a half ellipse, broad in the middle and steep at the edges.

The path is \(L=1/0.01=100\) Å. A half ellipse fills \(\pi/4\) of its enclosing rectangle, so

\[
\int\kappa\,dx=\frac{\pi}{4}(0.0810)(100)=6.36,\qquad S=12.72 .
\]

The velocity form gives the same value:

\[
S=\frac{\pi(1)^2}{4(6.1725)(0.01)}=12.72,\qquad e^{-S}=2.98\times10^{-6}.
\]

The one-band exponent is \(S_1=21.60\), and \(12.72/21.60=0.589\), as derived.

It is useful to write \(S=F_0/F\). Here \(F_0=12.72\times0.01=0.127\) eV/Å, a field of \(1.27\times10^9\) V/m. This is a scale and not a threshold, since \(e^{-F_0/F}\) is smooth in \(F\). Its logarithmic sensitivity is

\[
\frac{d\ln e^{-F_0/F}}{d\ln F}=\frac{F_0}{F}=S .
\]

At \(S\approx12.7\), a 1% rise in the field raises the probability factor by about 13%. This steepness can make a smooth law look like a threshold in a measurement.

**The prefactor.** To see what the semiclassical step leaves out, solve the wave equation of Stage 4 numerically. Multiplying it by \(\sigma_x\) and solving for the derivative gives

\[
\frac{d\psi}{dx}=\frac{i}{v}\,\sigma_x\left(Fx-\frac{E_g}{2}\sigma_z\right)\psi .
\]

The current is \(j=v\,\psi^\dagger\sigma_x\psi\). In its derivative the two terms are \(+i\psi^\dagger(Fx-\tfrac{E_g}{2}\sigma_z)\psi\) and its complex conjugate, which cancel, so \(j\) is constant in \(x\). Start on the right with a purely outgoing conduction wave, and integrate to the left with an adaptive eighth-order Runge–Kutta method. There, split the spinor into the two local valence waves, one carrying current to the right (incident) and one to the left (reflected). The transmission \(T\) is the transmitted current divided by the incident current. The integration runs between \(\varepsilon=-6\) and \(+6\) eV, twelve half-gaps on either side of midgap. This wide range is a numerical device for reaching the limit of the model. It extends to \(k\approx1\) Å\(^{-1}\), the size of a Brillouin zone, where a band-edge Hamiltonian no longer describes a crystal, and at 0.01 eV/Å it spans 1200 Å. With a range of only three to four half-gaps, \(T\) stays within about 1% of \(e^{-S}\) at 0.01 eV/Å and within about 4% at 0.05 eV/Å.

| \(F\) (eV/Å) | \(S\) | \(-\ln T\) | \(T\) |
|---|---|---|---|
| 0.005 | 25.448 | 25.448 | \(8.87\times10^{-12}\) |
| 0.010 | 12.724 | 12.724 | \(2.98\times10^{-6}\) |
| 0.020 | 6.362 | 6.362 | \(1.73\times10^{-3}\) |
| 0.050 | 2.545 | 2.544 | \(7.85\times10^{-2}\) |

Doubling the force from 0.005 to 0.010 eV/Å halves the exponent and raises \(T\) by a factor of about \(3\times10^5\).

The agreement is closer than the leading-order argument promises. A prefactor of 2, for instance, would shift \(-\ln T\) by 0.69, while the largest shift found is about 0.0006, at the largest force. In this model, over this range, the prefactor is therefore one to within 0.1%. This holds even at \(S\approx2.5\), where \(\kappa_{\max}L\approx1.6\), so that the barrier is less than two decay lengths thick. The small remaining difference comes mainly from the finite integration range. At the largest force, extending the range from twelve to twenty-four half-gaps on either side reduces it from about 0.0006 to below 0.0001. The decrease is not steady, because the difference oscillates as the range grows. There is a reason for the close agreement. With \(x\) written as \(i\,d/dk\), the wave equation becomes the Landau–Zener problem with \(k\) in the role of time, and its exact transition probability is \(e^{-S}\).

The same calculation gives the powers. Between 0.005 and 0.020 eV/Å, \(-\ln T\) varies as \(F^{-1.000}\). For gaps of 0.80 and 1.25 eV at \(F=0.01\) eV/Å, it varies as \(E_g^{1.500}\) when \(m\) is held at 0.1, and as \(E_g^{2.000}\) when \(v\) is held at 6.1725 eV Å.

## Where the result stops

The force must be uniform over the tunnelling length, here 100 Å. For the prefactor to stay close to one, the uniform field must also extend well beyond the turning points. If it ends just outside them, the prefactor can change by a factor of two or more. In a narrower junction, or one with a strongly curved potential, \(dx=d\varepsilon/F\) must be replaced by the actual profile, and the half disc is lost.

The two bands must dominate the wavevector throughout the gap. Remote bands change \(\kappa(\varepsilon)\) and, in general, the coefficient. Unequal electron and hole masses alone need not do so. If they come from a term \(\alpha k^2\) added equally to both bands, with both masses still positive, each point of the curve \(\kappa(\varepsilon)\) moves by \(-\alpha\kappa^2\) in energy. This shears the half ellipse but keeps its area, so the reduced-mass form of \(S\) still holds, with \(1/m_r\) the sum of the two inverse masses. The same term also bends the heavier band back through the gap, and those waves are left out here. For \(\alpha>0\) the lower band returns to the valence-edge energy at \(k=\sqrt{v^2-\alpha E_g}/\alpha\). This is about \(2.8\,\kappa_{\max}\) when the hole is three times as heavy as the electron, but only about \(1.1\,\kappa_{\max}\) when it is nine times as heavy. The argument is therefore safe only for moderately unequal masses. The power \(3/2\) survives if \(\kappa\) keeps the form \(\sqrt{mE_g}\,g(\varepsilon/E_g)\) with the same \(g\) for all gaps compared.

The gap must be direct and the passage coherent. In an indirect gap the band edges lie at different crystal momenta, and a phonon or a defect has to supply the difference. That process is outside this Hamiltonian.

Finally, \(S\) describes one electron meeting the tilted gap once. A current also requires the rate of such encounters and a sum over transverse momenta. Nor is \(F_0\) a breakdown field. In an avalanche, carriers already in the band gain enough energy from the field to create further pairs, and this multiplication may set in at fields where direct tunnelling is still negligible. The exponent gives the field dependence of the tunnelling channel, which can then be compared with the avalanche channel.
